# Exponential relaxation of an ion's mean energy in a thermal gas

## Definitions and conventions

An ion of mass \(m\), velocity \(\mathbf v\) and kinetic energy \(E=mv^2/2\) moves through a gas of free atoms of mass \(M\). The gas has number density \(n\), is uniform and at rest, and has a Maxwell velocity distribution at temperature \(T\). An atom's velocity is \(\mathbf u\), so that

\[
\langle\mathbf u\rangle=0,\qquad M\langle u^2\rangle=3kT .
\]

The relative velocity is \(\mathbf g=\mathbf v-\mathbf u\), with magnitude \(g\). The centre-of-mass velocity and the reduced mass are

\[
\mathbf V=\frac{m\mathbf v+M\mathbf u}{m+M},\qquad \mu=\frac{mM}{m+M}.
\]

Collisions are elastic and binary, and each one involves a fresh, uncorrelated atom. The ions are too dilute to heat the gas or to disturb each other. No external force acts unless one is stated.

Two conditions carry the result.

- **Isotropic scattering** means that in the centre-of-mass frame the relative velocity after a collision is \(g\hat{\mathbf n}\), with \(\hat{\mathbf n}\) uniformly distributed over the sphere.
- **Speed-independent collision frequency** means that \(\nu=n\,g\,\sigma(g)\) does not depend on the relative speed \(g\). The cross section \(\sigma\) then falls as \(1/g\).

The result is

\[
\langle E\rangle(t)=\tfrac32kT+\left[\langle E\rangle(0)-\tfrac32kT\right]e^{-\kappa\nu t},\qquad
\kappa=\frac{2mM}{(m+M)^2}. \tag{1}
\]

It holds for any initial ion distribution with finite mean energy. Mechanical formulas are valid in any consistent units. The formulas for the ion–atom attraction use Hartree atomic units, and the example uses laboratory units.

## Energy change in one collision

Set \(a=M/(m+M)\). The definitions give \(\mathbf V+a\mathbf g=\mathbf v\). The collision conserves \(\mathbf V\) and \(g\) and turns \(\mathbf g\) into \(g\hat{\mathbf n}\), so the ion leaves with \(\mathbf v'=\mathbf V+ag\hat{\mathbf n}\). Therefore

\[
E'-E=\frac m2\left[V^2+2ag\,\mathbf V\cdot\hat{\mathbf n}+a^2g^2-V^2-2a\mathbf V\cdot\mathbf g-a^2g^2\right]
=ma\,\mathbf V\cdot(g\hat{\mathbf n}-\mathbf g).
\]

The average of \(\hat{\mathbf n}\) over the sphere is zero, which leaves

\[
\langle E'-E\rangle_{\hat n}=-\frac{mM}{m+M}\,\mathbf V\cdot\mathbf g. \tag{2}
\]

The product expands to

\[
\mathbf V\cdot\mathbf g=\frac{(m\mathbf v+M\mathbf u)\cdot(\mathbf v-\mathbf u)}{m+M}
=\frac{mv^2-Mu^2+(M-m)\,\mathbf u\cdot\mathbf v}{m+M}. \tag{3}
\]

The next average is over the struck atom. Atoms of velocity \(\mathbf u\) are struck at a rate proportional to their number times \(g\sigma(g)\). Since \(g\sigma(g)\) is constant, the struck atoms have the same Maxwell distribution as the gas. The last term of (3) averages to zero and \(Mu^2\) averages to \(3kT\). With \(mv^2=2E\),

\[
\langle\Delta E\rangle=-\frac{mM}{m+M}\,\frac{2E-3kT}{m+M}
=-\kappa\left(E-\tfrac32kT\right). \tag{4}
\]

An ion above \(3kT/2\) loses energy on average, and one below it gains.

## From one collision to the time law

Every ion collides at the same rate \(\nu\), whatever its velocity. Averaging (4) over the ion distribution at time \(t\) gives

\[
\frac{d\langle E\rangle}{dt}=-\kappa\nu\left(\langle E\rangle-\tfrac32kT\right). \tag{5}
\]

The equation closes because (4) is linear in \(E\): no higher moment of the distribution appears. Its solution is (1).

Counting collisions gives the same law. By (4), each collision multiplies the mean of \(E-3kT/2\) by \(1-\kappa\). The number \(k\) of collisions in time \(t\) is Poisson distributed with mean \(\nu t\), independently of the ion's velocity, so the surviving fraction of the initial excess is

\[
\sum_{k=0}^{\infty}e^{-\nu t}\frac{(\nu t)^k}{k!}(1-\kappa)^k=e^{-\nu t}e^{(1-\kappa)\nu t}=e^{-\kappa\nu t}.
\]

Because \((m+M)^2\ge4mM\), \(\kappa\) is at most \(1/2\), reached at equal masses. For a light ion \(\kappa\approx2m/M\), and for a heavy ion \(\kappa\approx2M/m\). In both limits many collisions are needed to exchange energy.

## Fluctuations in a cold medium

Equation (1) describes a mean, and single ions scatter about it. The case \(T=0\) shows by how much. With \(\mathbf u=0\), \(\mathbf V=m\mathbf v/(m+M)\) and \(g=v\), so

\[
\frac{E'}{E}=\frac{m^2+M^2+2mM\cos\chi}{(m+M)^2}=1-\kappa(1-\cos\chi),
\]

where \(\chi\) is the scattering angle in the centre-of-mass frame. Isotropy makes \(\cos\chi\) uniform on \([-1,1]\), with mean zero and mean square \(1/3\). Hence \(E'/E\) is uniform between \(1-2\kappa\) and 1, and

\[
\frac{\langle E'^2\rangle}{E^2}=(1-\kappa)^2+\frac{\kappa^2}{3}=1-2\kappa+\frac{4\kappa^2}{3}.
\]

The mean square energy thus decays at the rate \(\nu(2\kappa-4\kappa^2/3)\), while \(\langle E\rangle^2\) decays at \(2\kappa\nu\). For ions that start with one common energy,

\[
\frac{\langle E^2\rangle}{\langle E\rangle^2}=e^{4\kappa^2\nu t/3}.
\]

In the cold medium the relative spread grows with time even though the mean follows a simple exponential. An implementation that gives every ion the mean energy reproduces (1) and loses this spread.

## When the conditions fail

**Anisotropic scattering.** If the scattering is symmetric about \(\mathbf g\), the average of \(g\hat{\mathbf n}\) is \(\mathbf g\langle\cos\chi\rangle\), and (2) gains the factor \(1-\langle\cos\chi\rangle\). The rest of the derivation is unchanged provided that

\[
\nu_m=n\,g\,\sigma_m(g),\qquad \sigma_m=\sigma\,(1-\langle\cos\chi\rangle),
\]

is independent of \(g\). The exponential then survives with \(\nu_m\) in place of \(\nu\). An implementation that replaces the true angles by isotropic scattering should use this momentum-transfer frequency to obtain the right mean energy. One that samples the true angles should use \(\nu\).

**Hard spheres.** For constant \(\sigma\) the rate grows as \(g\). In a cold medium \(g=v\), and for ions of one common energy the initial loss rate is \(dE/dt=-\kappa n\sigma vE\), proportional to \(E^{3/2}\). If the spread is ignored and this equation is kept at later times, then

\[
\frac{d}{dt}E^{-1/2}=\frac{\kappa n\sigma}{2}\sqrt{\frac2m}
\quad\Rightarrow\quad
E(t)=\frac{E_0}{(1+\kappa n\sigma v_0t/2)^2},
\]

where \(E_0\) and \(v_0\) are the initial energy and speed. At long times this falls as \(1/t^2\), not exponentially. It is an upper bound on the true mean energy: once the energies spread, the mean loss rate is proportional to \(\langle E^{3/2}\rangle\), which exceeds \(\langle E\rangle^{3/2}\). In a thermal gas, the relative decay rate \(-(dE/dt)/(E-3kT/2)\) can be found by numerical integration over atomic speed and direction. For the masses of the example below, its value at \(15kT\) is 2.0 times its value at \(3kT\). With constant \(\nu\) the two are equal.

**Constant frequency in the wrong variable.** Suppose each ion's total collision rate is held fixed, but partners are still chosen with weight \(g\). Averaged over directions, \(g\) increases with \(u\), so fast atoms are favoured and \(M\langle u^2\rangle\) exceeds \(3kT\). Head-on encounters are favoured too, so \(\langle\mathbf u\cdot\mathbf v\rangle\) is negative. For \(M<m\) these two changes act on (3) with opposite signs. For the example's masses and temperature, the same integration gives a net gain of 2.4 meV per collision for an ion at exactly \(3kT/2\). Gain and loss then no longer balance at \(3kT/2\), which is why the condition must refer to relative speed.

## Momentum and a steady force

Averaging \(\mathbf v'-\mathbf v=a(g\hat{\mathbf n}-\mathbf g)\) over \(\hat{\mathbf n}\) and \(\mathbf u\) gives \(-a\mathbf v\). The mean velocity therefore decays at the rate \(a\nu\), and an initial velocity \(v_0\) carries the ion a mean forward distance \(v_0/(a\nu)\).

A steady force \(qF\), with \(q\) the ion's charge and \(F\) the field, adds \(qF/m\) to the mean acceleration. In the steady state the drift speed is

\[
v_d=\frac{qF}{ma\nu}=\frac{qF(m+M)}{mM\nu}.
\]

The force supplies power \(qFv_d\), and by (5) collisions remove \(\kappa\nu(\langle E\rangle-3kT/2)\). Equating the two,

\[
\langle E\rangle-\tfrac32kT=\frac{qFv_d}{\kappa\nu}
=\frac{mMv_d^2}{m+M}\,\frac{(m+M)^2}{2mM}=\frac{(m+M)v_d^2}{2}. \tag{6}
\]

## An interaction that gives constant frequency

A singly charged ion polarizes a neutral atom of polarizability \(\alpha\). At long range the potential, in atomic units, is \(-\alpha/(2r^4)\). Let \(\varepsilon=\mu g^2/2\) be the collision energy and \(b\) the impact parameter. The radial motion sees the effective potential

\[
U(r)=\frac{\varepsilon b^2}{r^2}-\frac{\alpha}{2r^4}.
\]

Setting \(U'=0\) gives \(r^2=\alpha/(\varepsilon b^2)\), where the barrier height is \(\varepsilon^2b^4/(2\alpha)\). The pair passes the barrier if this height is below \(\varepsilon\), that is, if \(b<b_c\) with

\[
b_c^4=\frac{2\alpha}{\varepsilon}.
\]

At \(b=b_c\) the barrier stands at \(r=b_c/\sqrt2\). The capture cross section is \(\pi b_c^2\), and \(g=\sqrt{2\varepsilon/\mu}\), so the rate coefficient is

\[
g\,\pi b_c^2=\sqrt{\frac{2\varepsilon}{\mu}}\;\pi\sqrt{\frac{2\alpha}{\varepsilon}}=2\pi\sqrt{\frac{\alpha}{\mu}}, \tag{7}
\]

independent of speed. The example takes \(\nu\) as \(n\) times (7) and treats captured pairs as isotropically scattered and all others as undeflected. That is a model, and its error is estimated below.

## Worked example: Mn⁺ in argon

The inputs are \(m=54.94\) u, \(M=39.95\) u, \(T=300\) K, a pressure of 10 mTorr and a starting energy of 0.200 eV. The polarizability, \(\alpha=11\) bohr³, is a rough value. Times and rates below carry more figures than this input and the capture model support, so that they can be compared with the simulation.

The thermal energy is \(kT=0.02585\) eV, so the final mean energy is \(3kT/2=0.0388\) eV. The ideal-gas law gives \(n=3.22\times10^{14}\) cm⁻³. Equation (7), converted from atomic units, gives \(6.22\times10^{-10}\) cm³/s. Then

\[
\nu=(3.22\times10^{14})(6.22\times10^{-10})\ \text{s}^{-1}=2.00\times10^5\ \text{s}^{-1},
\]

or one collision every 5.0 μs. The mass factor and relaxation time are

\[
\kappa=\frac{2(54.94)(39.95)}{(94.89)^2}=0.4875,\qquad
\tau=\frac1{\kappa\nu}=10.25\ \mu\text{s}.
\]

One relaxation time contains 2.05 collisions on average. The initial excess is \(0.2000-0.0388=0.1612\) eV. After one relaxation time the mean energy is \(0.0388+0.1612/e=0.0981\) eV. To come within 1% of \(3kT/2\), the mean needs

\[
t=\tau\ln\frac{0.1612}{0.01\times0.0388}=61.8\ \mu\text{s},
\]

or 12.4 collisions on average. The velocity relaxes in \(1/(a\nu)=11.9\) μs, slightly more slowly than the energy, because \(\kappa/a=2m/(m+M)\) exceeds 1 when \(m>M\). The mean forward distance is about 1.0 cm.

The table compares (1) with a Monte Carlo simulation of the same model. Each of the 200,000 ions in an ensemble received a Poisson-distributed number of collisions, each with a random thermal atom and a random \(\hat{\mathbf n}\). In one ensemble all ions started at 0.2 eV. In the other, half started at rest and half at 0.4 eV.

| Time (μs) | Eq. (1) (eV) | One energy (eV) | Split start (eV) |
|---:|---:|---:|---:|
| 5.12 | 0.1366 | 0.1367 | 0.1363 |
| 10.25 | 0.0981 | 0.0982 | 0.0980 |
| 20.50 | 0.0606 | 0.0607 | 0.0603 |
| 41.00 | 0.0417 | 0.0417 | 0.0418 |

The two ensembles follow the same curve within 0.3 meV, although their initial distributions differ strongly. At 10.25 μs the standard deviation of single-ion energies in the first ensemble is 0.070 eV, against a mean of 0.098 eV. The mean is therefore a poor guide to any one ion.

## What the example leaves out

**Scattering angles and the repulsive core.** Let the atoms attract as above but repel as hard spheres at \(R=0.30\) nm, a rough value. Conservation of energy and angular momentum gives, with \(y=b/r\),

\[
\chi=\pi-2\int_0^{y_{\max}}\frac{dy}{\sqrt{1-y^2+\tfrac14(b_c/b)^4y^4}} .
\]

Here \(y_{\max}\) is the first zero of the root, or \(b/R\) if the core is reached first. Numerical integration of \(\sigma_m=2\pi\int(1-\cos\chi)\,b\,db\) then gives \(\sigma_m/(\pi b_c^2)\), which would be 1 in the isotropic capture model.

The ratio was evaluated at the mean collision energy,

\[
\langle\varepsilon\rangle=\frac{M}{m+M}E+\frac{m}{m+M}\,\frac{3kT}{2},
\]

which is 0.107 eV at the start and 0.039 eV for thermal ions. The capture parameters \(b_c\) are 0.458 and 0.590 nm, and the ratios are 0.95 and 0.97. At these energies the model overstates the relaxation rate by about 5% and 3% of the model rate, and \(\tau\) would lengthen to about 10.8 and 10.6 μs. These are estimates at single energies with a rough core, not averages over all collisions. For core radii from 0.20 to 0.40 nm the first ratio lies between about 0.94 and 0.99 and the second between about 0.95 and 1.01. When the core is very small compared with \(b_c\) the ratio tends to 1.105, and the capture model then understates the rate.

At the start the barrier stands at \(0.458/\sqrt2=0.32\) nm, just outside the core. Since \(b_c\) falls as \(\varepsilon^{-1/4}\), the two radii meet near \(\varepsilon=0.145\) eV. Above that energy the core, not the barrier, decides which pairs make contact, and the derivation of (7) no longer applies. The numerical departure sets in slowly: for this core \(\sigma_m/(\pi b_c^2)\) is 0.94 at 0.2 eV, 0.97 at 0.3 eV, 1.09 at 0.5 eV and 1.41 at 1 eV. The thermal motion of the atoms spreads the collision energies about their mean, so roughly a fifth of the first collisions of a 0.2 eV ion already lie above this limit. The share falls as the ion slows.

**Stray field.** A rough residual field of 0.01 V/cm gives \(v_d=21\) m/s and, by (6), an excess of 0.21 meV, or 0.6% of \(3kT/2\). At fixed gas conditions the excess grows as \(F^2\). A field of 0.1 V/cm would add about 21 meV, more than half of \(3kT/2\).

**Other effects.** The relative wave number times \(b_c\) is 122 at thermal energy, so classical paths are reasonable for all but very small deflections. The initial mean collision energy is 9% of a rough 1.2 eV excitation energy of the ion, which supports elastic scattering. The mean spacing of gas atoms, 146 nm, far exceeds \(b_c\), which supports binary collisions.

## Relation to real devices

The example resembles a gas-filled collision cell in a mass spectrometer. Ions that enter with several electronvolts first pass through a range where (7) does not apply, and the example describes the last part of their slowing. Guiding or axial fields in a cell break the field-free assumption. The estimate above shows that 0.1 V/cm already shifts the final mean energy by about half.

Equation (1) should not be carried over to a fast ion in a solid target. There the scattering is mostly forward, its frequency depends on speed, electrons also take up energy, and the atoms are bound. Both conditions that carry the result, isotropic scattering and a speed-independent frequency, then fail.
